\section*{The Laue group and irreducible Brillouin-zone wedges for zincblende and pyrite, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am writing my own $k$-point reduction for scalar Brillouin-zone sums. My rule has been to take the holohedry of the Bravais lattice, $O_h$ with 48 operations for any cubic lattice, and to integrate over the wedge $k_x\ge k_y\ge k_z\ge 0$. For a zincblende crystal the rule reproduced the full-zone sum, although the crystal has only the 24 operations of $T_d$, and I took this as proof that the lattice decides. For the pyrite structure (space group $Pa\bar 3$, simple cubic lattice) the reduced and full sums agreed on shifted $2\times2\times2$ and $4\times4\times4$ meshes and disagreed on $6\times6\times6$. Which group fixes the irreducible wedge? Why does 48 work for zincblende, what is the right fraction for pyrite, and why did the small meshes show nothing?

\section*{Answer}

For a time-reversal-symmetric crystal the group is the Laue group $L=P\cup(-P)$, where $P$ is the point group of the space group, and the wedge is $1/|L|$ of the zone. Zincblende has $L=O_h$ because time reversal supplies the missing inversion of $k$. Pyrite has $L=T_h$, of order 24, and needs two of your wedges. I use Hartree atomic units and a one-electron (mean-field) Hamiltonian $H=p^2/2+V(r)$ whose potential has the symmetry of the atomic arrangement.

\subsection*{What the space group does to $k$}

Let $g=\{R|t\}$ act as $gr=Rr+t$, with $V(gr)=V(r)$, and define $(O_g\psi)(r)=\psi(g^{-1}r)$, where $g^{-1}r=R^{-1}(r-t)$. The operator $O_g$ commutes with $H$, because $R$ is orthogonal and $V$ is invariant. Take an eigenstate with $\psi(r+T)=e^{ik\cdot T}\psi(r)$ for lattice vectors $T$. The product $g^{-1}\{1|T\}g=\{1|R^{-1}T\}$ is a pure translation of the crystal, so $R^{-1}T$ is a lattice vector, and
\begin{align}
(O_g\psi)(r+T)&=\psi\big(R^{-1}(r-t)+R^{-1}T\big)
=e^{ik\cdot R^{-1}T}\,(O_g\psi)(r)\nonumber\\
&=e^{i(Rk)\cdot T}\,(O_g\psi)(r),
\end{align}
where the last step uses $k\cdot R^{-1}T=Rk\cdot T$. The state $O_g\psi$ has Bloch vector $Rk$ and the same energy. With the levels $E_n(k)$ sorted in ascending order, $E_n(Rk)=E_n(k)$. The translation $t$ has dropped out, so screw axes and glide planes count in full: $P$ is the set of all $R$ that occur with any $t$. With spin, $O_g$ carries in addition a $2\times2$ spin rotation, which does not act on $r$ and leaves the argument unchanged.

\subsection*{What time reversal adds}

Without spin $H$ is real, so $H\psi=E\psi$ implies $H\psi^*=E\psi^*$, and $\psi^*(r+T)=e^{-ik\cdot T}\psi^*(r)$. Hence $E_n(-k)=E_n(k)$ whatever $V$ is. With the spin-orbit term $\xi\,\vec\sigma\cdot(\nabla V\times p)$, $\xi$ real, use $\Theta=i\sigma_yK$, with $K$ complex conjugation. Conjugation sends $p=-i\nabla$ to $-p$, and $\sigma_y\vec\sigma^{\,*}\sigma_y=-\vec\sigma$ for each component. The two signs cancel, $\Theta$ commutes with $H$, and the Bloch vector again goes to $-k$. The statement concerns the sorted set of levels: the partner at $-k$ has opposite spin, and the levels at one $k$ need not be paired. Pairing follows if inversion $I$ is also a symmetry. Then $A=I\Theta$ keeps $k$, is antiunitary, and has $A^2=-1$; the rule $\langle A\phi|A\chi\rangle=\langle\chi|\phi\rangle$ with $\phi=\psi$, $\chi=A\psi$ gives $-\langle A\psi|\psi\rangle=\langle A\psi|\psi\rangle$, so $A\psi$ is orthogonal to $\psi$.

The spectrum is therefore invariant under $L=P\cup(-P)$, a group because $-1$ commutes with every $R$. If $-1\in P$ then $-P=P$ and $|L|=|P|$. If $-1\notin P$ the two sets are disjoint, since $-R=R'$ would give $-1=R'R^{-1}\in P$, and $|L|=2|P|$. The holohedry contains $P$ and contains $-1$, so it contains $L$: the lattice sets an upper limit on $L$ and nothing more.

\subsection*{From the group to the fraction}

A point is left in place by $S\in L$, modulo a reciprocal vector, if $(S-1)k=G$. For $S\ne1$ the matrix $S-1$ is not zero, so the solutions lie on planes, lines or points, and only finitely many $G$ can occur for $k$ in the zone. These sets have zero volume. Almost every $k$ thus has $|L|$ distinct images. A region $W$ holding one image of each such $k$ tiles the zone with its $|L|$ copies, and for any $f$ with $f(Sk)=f(k)$
\begin{equation}
\int_{\rm BZ}f\,d^3k=\sum_{S\in L}\int_{SW}f\,d^3k=|L|\int_W f\,d^3k .
\end{equation}
Any function of the eigenvalues qualifies. Velocities, Berry curvature and tensor components do not; they must be transformed from the representative to each image. Differentiating $E_n(Sk)=E_n(k)$ gives $v(Sk)=S\,v(k)$, so for $S=-R$ the matrix already carries the sign that time reversal gives the velocity; the Berry curvature is an axial vector, odd under time reversal, and obeys $\Omega(\pm Rk)=\pm\det(R)\,R\,\Omega(k)$ for $R\in P$.

\subsection*{The two point groups}

The group $O_h$ consists of the $6\times8=48$ signed permutation matrices. Positions are in units of the cubic edge $a$, and $k$, $G$ in units of $2\pi/a$.

In zincblende the cations occupy an fcc lattice and the anions the same lattice shifted by $\tau=(\tfrac14,\tfrac14,\tfrac14)$. A symmetry sends the cation at the origin to a cation, so $t$ is a lattice vector and can be set to zero. The condition on $R$ is that $R\tau-\tau$ be an fcc vector. Since $R\tau=\tfrac14(s_1,s_2,s_3)$ with signs $s_i$, the difference has an entry $-\tfrac12$ for each minus sign and $0$ otherwise, and an fcc vector has an even number of half-integer entries. The allowed $R$ have zero or two minus signs: $6\times4=24$ operations, those that preserve the product $xyz$. This is $T_d$. The matrix $-1$ has three minus signs and is absent; $-P$ supplies the 24 matrices with an odd number, and $L=O_h$.

In pyrite the four cations of the cubic cell sit on fcc sites and the eight anions at $\pm r_j$,
\begin{align}
r_1&=(u,u,u), & r_2&=(\tfrac12-u,\,-u,\,u+\tfrac12),\nonumber\\
r_3&=(-u,\,u+\tfrac12,\,\tfrac12-u), & r_4&=(u+\tfrac12,\,\tfrac12-u,\,-u).
\end{align}
Inversion is a symmetry by inspection. The cyclic map $(x,y,z)\to(z,x,y)$ fixes $r_1$ and sends $r_2\to r_4\to r_3\to r_2$. The screw $(x,y,z)\to(\tfrac12-x,-y,z+\tfrac12)$ exchanges $r_1$ with $r_2$ and $r_3$ with $r_4$ modulo the lattice; it treats the $-r_j$ alike because $g(-r)=-g(r)+2t$ with $2t$ a lattice vector, and it preserves the cations because $t=(\tfrac12,0,\tfrac12)$ is an fcc site. Conjugating the screw with the cyclic map gives the other twofold axes, and multiplying by $-1$ completes the eight sign matrices. So $P$ contains $T_h$, the three cyclic permutations times eight signs, and is either $T_h$ or $O_h$. Only the six operations generated by the threefold axis and inversion at the origin have $t=0$; the other 18 need a fractional translation.

Let $\sigma$ be the exchange $x\leftrightarrow y$; it belongs to $P$ exactly when $P=O_h$. Write $V(r)=\sum_GV_Ge^{iG\cdot r}$. In $V(Rr+t)=V(r)$ use $G\cdot Rr=R^{-1}G\cdot r$, relabel $G\to RG$ and compare coefficients:
\begin{equation}
V_{RG}\,e^{iRG\cdot t}=V_G\quad\Rightarrow\quad|V_{RG}|=|V_G| .
\label{mod}
\end{equation}
For a sum of spherical atomic potentials, $V_G=a^{-3}\sum_\tau v_\tau(|G|)e^{-iG\cdot\tau}$. The cation sum $1+(-1)^{k+l}+(-1)^{h+l}+(-1)^{h+k}$, with $G=(h,k,l)$, vanishes for $(210)$ and for $(120)$. In the anion sum each pair $\pm r_j$ gives $2\cos2\pi(hx_j+ky_j)$ for $l=0$. The four arguments $hx_j+ky_j$ are $(h+k)u$, $-(h+k)u+h/2$, $-(h-k)u+k/2$ and $(h-k)u+(h+k)/2$, and a shift of $n/2$ multiplies the cosine by $(-1)^n$:
\begin{equation}
S(hk0)=2\,[1+(-1)^h]\,\big[\cos2\pi(h+k)u+(-1)^k\cos2\pi(h-k)u\big].
\end{equation}
For $h=1$ the prefactor is zero, so $S(120)=0$. For $(210)$, with $\cos A-\cos B=-2\sin\frac{A+B}2\sin\frac{A-B}2$,
\begin{equation}
S(210)=4(\cos6\pi u-\cos2\pi u)=-8\sin4\pi u\,\sin2\pi u .
\end{equation}
Since $\sigma$ maps $(210)$ to $(120)$, Eq.~(\ref{mod}) excludes it unless $u$ is a multiple of $\tfrac14$. Thus $P=T_h$, which contains $-1$; time reversal repeats what inversion already gives, and $|L|=24$. At $u=\tfrac14$ the anions form a simple cubic array of spacing $a/2$. This is fluorite, whose true lattice is fcc and whose point group is $O_h$, here described in the same cubic cell.

\subsection*{The wedges}

For zincblende, the signs in $O_h$ bring $k$ to the positive octant and the permutations sort it, so $W_{48}$, defined by $k_x\ge k_y\ge k_z\ge0$ inside the fcc zone ($|k_i|\le1$, $|k_x|+|k_y|+|k_z|\le\tfrac32$), holds one image of each generic point. Under $T_d$ alone the sign of $k_xk_yk_z$ is conserved, and the half of the zone where it is negative never reaches $W_{48}$.

For pyrite the signs again lead to the octant, but a cyclic permutation can only put the smallest component last. The wedge is $W_{24}$, defined by $0\le k_z\le k_x$, $k_z\le k_y$, $k_x,k_y\le\tfrac12$, and $W_{24}=W_{48}\cup\sigma W_{48}$, of volume fraction $\tfrac18\cdot\tfrac13$. The numerical check asserts that each random point has exactly one image in its proper wedge, and finds that $W_{48}$ reaches a fraction $0.502$ of the zone under $T_h$ and $0.498$ under $T_d$ alone, both equal to $\tfrac12$ within sampling noise.

\subsection*{A model in which the groups can be measured}

The argument so far gives the symmetry that is guaranteed. Whether the spectrum has more has to be looked at. Take Gaussian wells $-Ae^{-r^2/2s^2}$, with $v(q)=-A(2\pi s^2)^{3/2}e^{-q^2s^2/2}$, and round parameters $a=10$ bohr, $s=1$ bohr, $A=1$ Ha on cations and $2$ Ha on anions, $u=0.4$. The names zincblende and pyrite refer to the structure types only. The basis is all plane waves with $|k+G|^2/2<3$ Ha. It is part of the definition of the model and is not converged, but $|Rk+G|=|k+R^{-1}G|$ shows that it is mapped onto itself by all 48 operations, so any loss of symmetry comes from $V$. For pyrite,
\begin{equation}
V_{210}=\frac{(-11.7400)(4.47214)}{10^3}=-0.0525\ \text{Ha},\qquad V_{120}=0 .
\end{equation}

The Hamiltonian is diagonalized at all 48 images of $k_0=(0.37,0.21,0.09)$, and the operations that reproduce the lowest levels (8 for zincblende, 12 otherwise) to $10^{-10}$ Ha are collected. The program asserts that this set equals $P\cup(-P)$, with $P$ found separately by mapping atoms onto atoms. The orders are 48 for zincblende ($|P|=24$), 24 for pyrite and 48 for fluorite. Among the lowest 12 bands of pyrite, the largest mismatch between $k_0$ and $\sigma k_0$ is in band 10,
\begin{equation}
E(k_0)-E(\sigma k_0)=-0.057406+0.053383=-0.0040\ \text{Ha}\approx-0.11\ \text{eV}.
\end{equation}
Moving the anions from $u=0.4$ to $u=\tfrac14$ in the same cell removes the mismatch down to rounding level.

To see that $T_d$ alone does not give 48, add $\beta p_xp_yp_z$. It is invariant under $T_d$, which preserves $xyz$, and odd under $K$, which reverses each of the three factors. The term is a diagnostic without physical claim, bounded only by the cutoff. With $\beta=0.05$ a.u.\ the measured group is exactly $T_d$, and $\max|E(-k_0)-E(k_0)|=0.0076$ Ha. A spin-orbit term with an exaggerated $\xi=0.5$ bohr$^2$ behaves as derived. In zincblende consecutive levels split by up to $0.023$ Ha while the group stays at 48. In pyrite the levels stay paired, they are unchanged under a cyclic permutation and under $k_x\to-k_x$, which together generate $T_h$, and they change by up to $0.0020$ Ha under $\sigma$.

The mechanism is explicit for a weak potential $\lambda V$ and the lowest band away from the zone boundary, where nondegenerate perturbation theory holds. The first-order shift $\lambda V_0$ does not depend on $k$. With $\varepsilon_k=k^2/2$ the second-order shift is $\lambda^2E^{(2)}$,
\begin{equation}
E^{(2)}(k)=\sum_{G\ne0}\frac{|V_G|^2}{\varepsilon_k-\varepsilon_{k+G}},\qquad
E^{(2)}(Rk)=\sum_{G\ne0}\frac{|V_{RG}|^2}{\varepsilon_k-\varepsilon_{k+G}},
\end{equation}
where the second form uses $\varepsilon_{Rk+G}=\varepsilon_{k+R^{-1}G}$ and relabels $G\to RG$. The lattice supplies the denominators, which have full cubic symmetry, and the atoms supply the weights. These are invariant under $P$ by Eq.~(\ref{mod}), and under $G\to-G$ because a real $V$ has $V_{-G}=V_G^*$; the zincblende model has $V_{\pm(111)}=-0.0348\mp0.0697i$ Ha. In pyrite the weights at $(210)$ and $(120)$ differ. In a fixed basis $|G|^2\le14$ the sum gives $E^{(2)}(k_0)-E^{(2)}(\sigma k_0)=-4.78\times10^{-6}$ Ha, and diagonalization at $\lambda=\pm0.002$, averaged to cancel odd orders and divided by $\lambda^2$, gives the same figure.

For a time-reversal-symmetric crystal the Laue group $L=P\cup(-P)$ fixes the wedge, which is $1/48$ of the zone for zincblende and $1/24$ for pyrite, and the model spectra confirm both. It remains to explain why the small meshes agreed, to find the error of the wrong wedge, to rebuild the density from the wedge, and to say where the Laue rule stops.

Numbers in the example were calculated in double precision.
